**LYP correlation for polarized densities and the uniform gas**

The program examines the Lee-Yang-Parr (LYP) functional for fully polarized densities and compares it with the PW92 parametrization of the uniform electron gas. Here `na` and `nb` are the spin densities, `zeta` is the relative polarization, and `rs` is the radius of the sphere that holds one electron on average. The program asserts that the typed LYP formula agrees with libxc at random spin densities and gradients, and that it vanishes symbolically when one spin density is zero. It also asserts the uniform-gas formulas against libxc, the high- and low-density behaviour, and the largest LYP/PW92 ratio against a wide scan. At `rs = 2` and zero polarization, the output gives −0.7352 eV per electron for LYP and −1.2180 eV for PW92, a ratio of 0.6036. At full polarization LYP gives zero, while PW92 gives −0.6506 eV. For model densities with one and four equal-spin electrons, LYP again gives zero and the local PW92 energy is nonzero.

## Numerical verification

```python
"""
Result under test: the Lee-Yang-Parr (LYP) correlation energy vanishes for
every fully spin-polarized density, and LYP misses the correlation energy of
the uniform electron gas, here represented by the PW92 parametrization.

Symbols (atomic units inside the program):
  na, nb         spin-up and spin-down densities, n = na + nb
  saa, sab, sbb  dot products of the spin-density gradients
  x = n**(-1/3), rs = radius of the sphere holding one electron on average
  zeta = (na - nb)/n, relative spin polarization
  a, b, c, d     LYP parameters; CF = Thomas-Fermi kinetic constant
libxc serves as an independent implementation of both functionals.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import minimize_scalar
from pyscf.dft import libxc

EV = constants.physical_constants["Hartree energy in eV"][0]
ANG = constants.physical_constants["Bohr radius"][0] * 1e10
a, b, c, d = 0.04918, 0.132, 0.2533, 0.349
CF = 0.3 * (3 * np.pi**2) ** (2 / 3)
K = (4 * np.pi / 3) ** (1 / 3)          # x = K * rs
PW_UNPOL = (0.031091, 0.21370, 7.5957, 3.5876, 1.6382, 0.49294)
PW_POL = (0.015545, 0.20548, 14.1189, 6.1977, 3.3662, 0.62517)


def lyp_density(na, nb, saa, sab, sbb, exp=np.exp):
    """LYP correlation energy per volume, gradient form."""
    n = na + nb
    stot = saa + 2 * sab + sbb
    x = n ** (-1 / 3)
    omega = exp(-c * x) / (1 + d * x) * n ** (-11 / 3)
    delta = c * x + d * x / (1 + d * x)
    pair_part = na * nb * (
        2 ** (11 / 3) * CF * (na ** (8 / 3) + nb ** (8 / 3))
        + (47 - 7 * delta) / 18 * stot
        - (45 - delta) / 18 * (saa + sbb)
        - (delta - 11) / 9 * (na * saa + nb * sbb) / n)
    rest = (-2 / 3 * n**2 * stot + (2 / 3 * n**2 - na**2) * sbb
            + (2 / 3 * n**2 - nb**2) * saa)
    return -4 * a * na * nb / (n * (1 + d * x)) - a * b * omega * (
        pair_part + rest)


def lyp_uniform(rs, zeta=0.0):
    """LYP energy per electron for a uniform density."""
    x = K * rs
    spin = ((1 + zeta) ** (8 / 3) + (1 - zeta) ** (8 / 3)) / 2
    return -a * (1 - zeta**2) / (1 + d * x) * (
        1 + b * CF * spin * np.exp(-c * x))


def pw_polynomial(rs, p):
    return 2 * p[0] * (p[2] * rs**0.5 + p[3] * rs + p[4] * rs**1.5
                       + p[5] * rs**2)


def pw92(rs, p=PW_UNPOL):
    """PW92 energy per electron for zero or full polarization."""
    return -2 * p[0] * (1 + p[1] * rs) * np.log1p(1 / pw_polynomial(rs, p))


def libxc_lyp(na, nb, ga, gb):
    """Energy per electron from libxc; ga, gb have shape (3, points)."""
    up = np.vstack([na, ga])
    down = np.vstack([nb, gb])
    return np.asarray(libxc.eval_xc(",lyp", (up, down), spin=1, deriv=1)[0])


def ratio(rs):
    return lyp_uniform(rs) / pw92(rs)


# The typed LYP formula against libxc, with non-parallel gradients.
rng = np.random.default_rng(7)
na, nb = rng.uniform(0.05, 1.0, (2, 40))
ga, gb = rng.uniform(-0.5, 0.5, (2, 3, 40))
typed = lyp_density(na, nb, (ga * ga).sum(0), (ga * gb).sum(0),
                    (gb * gb).sum(0))
lyp_dev = np.max(np.abs(typed - libxc_lyp(na, nb, ga, gb) * (na + nb)))
assert lyp_dev < 1e-8

# Full polarization: symbolic density and squared gradient, both arbitrary.
N, S = sp.symbols("N S", positive=True)
zero = sp.Integer(0)
polarized = sp.simplify(lyp_density(N, zero, S, zero, zero, exp=sp.exp))
assert abs(float(polarized)) < 1e-15

# Uniform-density formula against libxc at several polarizations.
flat = np.zeros((3, 1))
for rs_test in (0.5, 2.0, 6.0):
    n_test = 3 / (4 * np.pi * rs_test**3)
    for zeta in (0.0, 0.3, 0.8):
        up = np.array([n_test * (1 + zeta) / 2])
        down = np.array([n_test * (1 - zeta) / 2])
        ref = libxc_lyp(up, down, flat, flat)[0]
        assert abs(ref - lyp_uniform(rs_test, zeta)) < 1e-8

# PW92 against libxc for zero and full polarization.
for rs_test in (0.5, 2.0, 6.0):
    n_test = 3 / (4 * np.pi * rs_test**3)
    for share, params in ((0.5, PW_UNPOL), (1.0, PW_POL)):
        up = np.array([n_test * share])
        down = np.array([n_test * (1 - share)])
        ref = libxc.eval_xc(",LDA_C_PW", (up, down), spin=1, deriv=1)[0]
        assert abs(np.asarray(ref)[0] - pw92(rs_test, params)) < 2e-6

# High density: LYP stays finite, PW92 diverges logarithmically.
lyp_high = -a * (1 + b * CF)
n_high = np.array([3 / (4 * np.pi * 1e-15)])
ref_high = libxc_lyp(n_high / 2, n_high / 2, flat, flat)[0]
assert abs(ref_high / lyp_high - 1) < 1e-4
log_slope = (pw92(1e-5) - pw92(1e-6)) / np.log(10)
assert abs(log_slope - (1 - np.log(2)) / np.pi**2) < 1e-4

# Low density: the ratio tends to a constant (correction of order rs**-0.5).
ratio_low = a * PW_UNPOL[5] / (d * K * PW_UNPOL[1])
assert abs(ratio(1e10) / ratio_low - 1) < 1e-3

# Largest ratio: local optimizer confirmed by a wide scan.
best = minimize_scalar(lambda r: -ratio(r), bounds=(0.05, 5),
                       method="bounded", options={"xatol": 1e-8})
rs_best, ratio_best = best.x, -best.fun
scan = ratio(np.logspace(-8, 8, 20001))
assert abs(scan.max() - ratio_best) < 1e-5 and ratio_best < 1

# Model densities from oscillator orbitals of length 1 angstrom.
length = 1 / ANG
nodes, weights = np.polynomial.legendre.leggauss(300)
t = 3.5 * (nodes + 1)
volume = 4 * np.pi * (t * length) ** 2 * 3.5 * length * weights
gauss = np.exp(-t**2) / (np.pi**1.5 * length**3)
models = {1: (gauss, -2 * t * gauss / length),
          4: (gauss * (1 + 2 * t**2), gauss * (2 * t - 4 * t**3) / length)}


def integrate_libxc(n, slope, minority):
    grad = np.vstack([slope, 0 * slope, 0 * slope])
    eps = libxc_lyp((1 - minority) * n, minority * n,
                    (1 - minority) * grad, minority * grad)
    return np.sum(volume * n * eps)


model_results = {}
for electrons, (n, slope) in models.items():
    count = np.sum(volume * n)
    assert abs(count - electrons) < 1e-9
    e_typed = np.sum(volume * lyp_density(n, 0 * n, slope**2, 0 * n, 0 * n))
    e_libxc = integrate_libxc(n, slope, 1e-10)
    assert abs(e_typed) < 1e-10 and abs(e_libxc) < 1e-7
    e_local = np.sum(volume * n * pw92((3 / (4 * np.pi * n)) ** (1 / 3),
                                      PW_POL))
    assert e_local < -1e-3
    model_results[electrons] = (count, e_typed, e_local)

n4, slope4 = models[4]
quarter = slope4**2 / 4
e_balanced = np.sum(volume * lyp_density(n4 / 2, n4 / 2, quarter, quarter,
                                        quarter))
assert abs(e_balanced - integrate_libxc(n4, slope4, 0.5)) < 1e-6
assert e_balanced < -1e-3

# Worked numbers at rs = 2.
rs = 2.0
x = K * rs
density = 3 / (4 * np.pi * rs**3)
e_lyp, e_pw, e_pw_pol = lyp_uniform(rs), pw92(rs), pw92(rs, PW_POL)
poly = pw_polynomial(rs, PW_UNPOL)
print(f"LYP parameters (a.u.): a={a} b={b} c={c} d={d}")
print("PW92 A, alpha1, beta1..beta4 (a.u.), zeta=0:", *PW_UNPOL)
print("PW92 A, alpha1, beta1..beta4 (a.u.), zeta=1:", *PW_POL)
print(f"1 hartree = {EV:.5f} eV; 1 bohr = {ANG:.6f} angstrom")
print(f"C_F (a.u.) = {CF:.6f}; b*C_F = {b * CF:.6f}")
print(f"Largest typed-LYP minus libxc (hartree/bohr^3) = {lyp_dev:.1e}")
print("--- Uniform gas, rs = 2 bohr ---")
print(f"rs = {rs * ANG:.4f} angstrom")
print(f"density = {density / ANG**3:.5f} angstrom^-3")
print(f"x/rs = (4 pi/3)^(1/3) = {K:.6f}; x = {x:.5f} bohr")
print(f"c*x = {c * x:.5f}; exp(-c*x) = {np.exp(-c * x):.5f}")
print(f"1 + d*x = {1 + d * x:.5f}")
print(f"1 + b*C_F*exp(-c*x) = {1 + b * CF * np.exp(-c * x):.5f}")
print(f"a = {a * EV:.5f} eV")
print(f"PW92 prefactor 2A(1+alpha1*rs) = "
      f"{2 * PW_UNPOL[0] * (1 + PW_UNPOL[1] * rs) * EV:.5f} eV")
print(f"PW92 2A*(beta polynomial) = {poly:.5f}")
print(f"PW92 logarithm = {np.log1p(1 / poly):.5f}")
print(f"LYP, zeta=0: {e_lyp * EV:.4f} eV/electron = {e_lyp:.6f} hartree")
print(f"PW92, zeta=0: {e_pw * EV:.4f} eV/electron = {e_pw:.6f} hartree")
print(f"Ratio LYP/PW92, zeta=0: {e_lyp / e_pw:.4f}")
print(f"Missing fraction, zeta=0: {100 * (1 - e_lyp / e_pw):.1f} percent")
print(f"LYP, zeta=1: {abs(lyp_uniform(rs, 1.0)) * EV:.4f} eV/electron")
print(f"PW92, zeta=1: {e_pw_pol * EV:.4f} eV/electron")
print("--- Other densities, zeta = 0 ---")
for r in (0.01, 0.1, 0.5, 1.0, 2.0, 5.0, 10.0, 100.0):
    print(f"rs={r:g} bohr: LYP {lyp_uniform(r) * EV:.4f} eV, "
          f"PW92 {pw92(r) * EV:.4f} eV, ratio {ratio(r):.4f}")
print(f"Largest ratio = {ratio_best:.4f} at rs = {rs_best:.3f} bohr")
print(f"LYP limit rs->0: {lyp_high * EV:.4f} eV/electron")
print(f"PW92 slope d(eps)/d(ln rs), rs->0: {log_slope * EV:.4f} eV")
print(f"Ratio limit rs->infinity: {ratio_low:.4f}")
print("--- Oscillator densities, length 1 angstrom, one spin only ---")
for electrons, (count, e_typed, e_local) in model_results.items():
    print(f"N={count:.6f}: |LYP| = {abs(e_typed) * EV:.1e} eV, "
          f"local PW92 = {e_local * EV:.4f} eV")
print(f"N=4 with balanced spins: LYP = {e_balanced * EV:.4f} eV")
print("ALL CHECKS PASSED")
```

Printed output:

```
LYP parameters (a.u.): a=0.04918 b=0.132 c=0.2533 d=0.349
PW92 A, alpha1, beta1..beta4 (a.u.), zeta=0: 0.031091 0.2137 7.5957 3.5876 1.6382 0.49294
PW92 A, alpha1, beta1..beta4 (a.u.), zeta=1: 0.015545 0.20548 14.1189 6.1977 3.3662 0.62517
1 hartree = 27.21139 eV; 1 bohr = 0.529177 angstrom
C_F (a.u.) = 2.871234; b*C_F = 0.379003
Largest typed-LYP minus libxc (hartree/bohr^3) = 2.8e-17
--- Uniform gas, rs = 2 bohr ---
rs = 1.0584 angstrom
density = 0.20138 angstrom^-3
x/rs = (4 pi/3)^(1/3) = 1.611992; x = 3.22398 bohr
c*x = 0.81664; exp(-c*x) = 0.44192
1 + d*x = 2.12517
1 + b*C_F*exp(-c*x) = 1.16749
a = 1.33826 eV
PW92 prefactor 2A(1+alpha1*rs) = 2.41524 eV
PW92 2A*(beta polynomial) = 1.52485
PW92 logarithm = 0.50428
LYP, zeta=0: -0.7352 eV/electron = -0.027018 hartree
PW92, zeta=0: -1.2180 eV/electron = -0.044760 hartree
Ratio LYP/PW92, zeta=0: 0.6036
Missing fraction, zeta=0: 39.6 percent
LYP, zeta=1: 0.0000 eV/electron
PW92, zeta=1: -0.6506 eV/electron
--- Other densities, zeta = 0 ---
rs=0.01 bohr: LYP -1.8331 eV, PW92 -5.1766 eV, ratio 0.3541
rs=0.1 bohr: LYP -1.7280 eV, PW92 -3.2893 eV, ratio 0.5253
rs=0.5 bohr: LYP -1.3672 eV, PW92 -2.0849 eV, ratio 0.6558
rs=1 bohr: LYP -1.0722 eV, PW92 -1.6265 eV, ratio 0.6592
rs=2 bohr: LYP -0.7352 eV, PW92 -1.2180 eV, ratio 0.6036
rs=5 bohr: LYP -0.3682 eV, PW92 -0.7678 eV, ratio 0.4796
rs=10 bohr: LYP -0.2033 eV, PW92 -0.5054 eV, ratio 0.4022
rs=100 bohr: LYP -0.0234 eV, PW92 -0.0868 eV, ratio 0.2692
Largest ratio = 0.6646 at rs = 0.745 bohr
LYP limit rs->0: -1.8455 eV/electron
PW92 slope d(eps)/d(ln rs), rs->0: 0.8460 eV
Ratio limit rs->infinity: 0.2016
--- Oscillator densities, length 1 angstrom, one spin only ---
N=1.000000: |LYP| = 0.0e+00 eV, local PW92 = -0.5143 eV
N=4.000000: |LYP| = 0.0e+00 eV, local PW92 = -2.3225 eV
N=4 with balanced spins: LYP = -2.0162 eV
ALL CHECKS PASSED
```
